# Phonon effects on the amplitude of de Haas–van Alphen oscillations, part 3

Which mass damps de Haas–van Alphen oscillations, and do thermal phonons add a Dingle factor? Units: $\hbar=k_B=1$, energies in meV. Frequencies are $\omega_n=(2n+1)\pi T$, $\nu_l=2\pi lT$; $f$ and $n_B$ are Fermi and Bose functions. A program checks the results.

$$\lambda(\nu)=2\int_0^\infty d\Omega\,\alpha^2F(\Omega)\,\frac{\Omega}{\Omega^2+\nu^2},\qquad \lambda\equiv\lambda(0),\tag{2}$$

With $\Sigma(i\omega_n)=-i\zeta_n$ and $\tilde\omega_n=\omega_n+\zeta_n=Z_n\omega_n$, a wide flat band (density of states $N_0$ per spin) gives

$$Z_n=1+\frac{1}{2n+1}\sum_{l=-n}^{n}\lambda(\nu_l),\qquad Z_0=1+\lambda .\tag{7}$$

$$\Sigma(z)=\int d\Omega\,\alpha^2F(\Omega)\int d\xi\left[\frac{1+n_B(\Omega)-f(\xi)}{z-\xi-\Omega}+\frac{n_B(\Omega)+f(\xi)}{z-\xi+\Omega}\right].\tag{10}$$

$\Sigma=R-i\Gamma$ is analytic with $\mathrm{Im}\,\Sigma<0$ for $\mathrm{Im}\,z>0$; $\Gamma(z)$ is even. With $y=\Omega/2\pi T$, digamma $\psi$ and Riemann $\zeta_{\rm R}$:

$$\Gamma(i\pi T)=0,\qquad R(i\pi T)=-i\pi T\int d\Omega\,\alpha^2F(\Omega)\frac{2}{\Omega}=-i\pi T\lambda .\tag{17}$$

$$\Gamma(0)=2\pi\int d\Omega\,\frac{\alpha^2F(\Omega)}{\sinh(\Omega/T)}\;\xrightarrow{\;T\gg\Omega\;}\;2\pi T\int d\Omega\frac{\alpha^2F}{\Omega}=\pi\lambda T .\tag{18}$$

$$\lambda_T\equiv-\frac{\partial R}{\partial\omega}\Big|_{0}=-\frac{1}{\pi T}\int d\Omega\,\alpha^2F(\Omega)\,\mathrm{Im}\,\psi'(\tfrac12+iy).\tag{19}$$

$$\lambda_T\;\xrightarrow{\;T\gg\Omega\;}\;\frac{7\zeta_{\rm R}(3)}{\pi^2T^2}\int d\Omega\,\alpha^2F(\Omega)\,\Omega .\tag{20}$$

Half-width $W$ and impurity width $\Gamma_{\rm imp}$ enter through

$$\zeta_n=2T\sum_{m\ge0}\big[\lambda(\nu_{n-m})-\lambda(\nu_{n+m+1})\big]\arctan\frac{W}{\tilde\omega_m}.\tag{21}$$

$$\delta Z_0=-\frac{2S}{\pi W},\qquad S=\sum_{m\ge0}\big[\lambda(\nu_m)-\lambda(\nu_{m+1})\big]\tilde\omega_m .\tag{22}$$

$$\tilde\omega_n=\omega_n+\zeta_n+\Gamma_{\rm imp}\quad(n\ge0),\qquad \tilde\omega_0=\pi T(1+\lambda)+\Gamma_{\rm imp}.\tag{23}$$

Landau levels $\varepsilon_j=\omega_c(j+\tfrac12)$, with $\omega_c=eB/m_b$, band mass $m_b$, chemical potential $\mu$, $\theta=2\pi\mu/\omega_c$ and $y_n=e^{2\pi iz_n/\omega_c}$, give

$$g_n=\omega_c\sum_j\frac{1}{z_n-\varepsilon_j},\qquad z_n=\mu+i\omega_n-\Sigma(i\omega_n),\qquad \Sigma(i\omega_n)=T\sum_m\lambda(\nu_{n-m})\,g_m .\tag{24}$$

$$g_n=-i\pi\,\frac{1-y_n}{1+y_n}=-i\pi+\delta g_n,\qquad \delta g_n=2\pi i\,\frac{y_n}{1+y_n},\qquad g_{-n-1}=g_n^* .\tag{25}$$

At fixed zero-field $\Sigma$, the oscillating density is

$$\rho_{\rm osc}=4\pi N_0T\sum_{r\ge1}(-1)^r\sin(r\theta)\,A_r,\qquad A_r=\sum_{n\ge0}\exp\!\Big(-\frac{2\pi r\,\tilde\omega_n}{\omega_c}\Big).\tag{27}$$

Finite $W$ also changes it relatively by $-2\zeta_\infty/\pi W$, $\zeta_\infty=\pi T\sum_l\lambda(\nu_l)$ over all $l$. In two dimensions, feedback of oscillating $\Sigma$ gives, for dominant $n=0$,

$$\frac{\delta A_1}{A_1}=\big[(b^2-2ab+2b)-(\tfrac12b^2-ab+b)\big]|y_0|^2=\big(\tfrac12b^2-ab+b\big)|y_0|^2 .\tag{33}$$

Here $a=4\pi^2T\lambda/\omega_c$, $b=4\pi^2T\lambda(\nu_1)/\omega_c$, and $y_0$ is taken at fixed $\Sigma$. The Lifshitz–Kosevich (LK) comparison is

$$A_{\rm LK}=\sum_{n\ge0}e^{-(2n+1)X}=\frac{1}{2\sinh X},\qquad X=\frac{2\pi^2T(1+\lambda)}{\omega_c}.\tag{35}$$

$$A_1=e^{-2\pi\Gamma_{\rm imp}/\omega_c}\Big[e^{-X}+\sum_{n\ge1}e^{-2\pi Z_n\omega_n/\omega_c}\Big].\tag{36}$$

$$\frac{(n=1\ \text{term})}{(n=0\ \text{term})}=\exp\!\Big[-\frac{4\pi^2T\,(1+\lambda(\nu_1))}{\omega_c}\Big]<e^{-4\pi^2T/\omega_c},\tag{37}$$

As $T\to0$, with $s=\omega_c/[2\pi(1+\lambda)]$, $\Delta(\omega)=\int_0^\omega[\lambda-\lambda(\nu)]d\nu$ and $\langle\cdots\rangle$ weighted by $e^{-\omega/s}/s$,

$$\frac{A_1}{A_{\rm LK}}\to\frac1s\int_0^\infty d\omega\,e^{-\omega/s}\,e^{2\pi\Delta(\omega)/\omega_c}\simeq1+\frac{2\pi}{\omega_c}\langle\Delta\rangle ,\tag{38}$$

### The same amplitude on the real axis

It remains to reconcile (36) with the real-frequency picture, in which the levels are visibly broadened by $\Gamma(\omega)$. The density is $\rho=-(N_0/\pi)\int d\omega\,f(\omega)\,\mathrm{Im}\,g(\omega+i0)$, and the first harmonic of (25) is $\delta g=2\pi ie^{i\theta}F(\omega)$ with

$$F(z)=\exp\!\Big[\frac{2\pi i\,(z-\Sigma(z))}{\omega_c}\Big],\qquad |F(\omega)|=e^{-2\pi\Gamma(\omega)/\omega_c}\ \text{ for real }\omega .\tag{39}$$

The integral of $fF$ oscillates without decay at $\omega\to-\infty$, so include a factor $e^{\eta\omega}$ with $0<\eta<1/T$. Integrate $f(z)e^{\eta z}F(z)$ around a rectangle with its base on the real axis and its top at $\mathrm{Im}\,z=2\pi TK$, $K$ an integer. $F$ is analytic inside, and $|F|<e^{-2\pi\,\mathrm{Im}z/\omega_c}$ because $\mathrm{Im}\,\Sigma<0$. The vertical sides vanish as they recede, since $fe^{\eta z}$ decays exponentially in both directions for this range of $\eta$. On the top side $f(x+2\pi iTK)=f(x)$, so that side is bounded by $e^{-4\pi^2TK/\omega_c}\int f(x)e^{\eta x}dx$ and vanishes as $K\to\infty$. The poles of $f$, with residue $-T$, give

$$\int_{-\infty}^{\infty}d\omega\,f(\omega)\,e^{\eta\omega}F(\omega)=-2\pi iT\sum_{n\ge0}e^{-2\pi\tilde\omega_n/\omega_c}\,e^{i\eta\omega_n}.\tag{40}$$

For $\eta\to0$ the right side is $-2\pi iTA_1$, and $-(N_0/\pi)\,\mathrm{Im}[2\pi ie^{i\theta}(-2\pi iTA_1)]=-4\pi N_0TA_1\sin\theta$ agrees with the $r=1$ term of (27). When $n=0$ dominates, $\eta$ changes only the phase of the right side, so the modulus of the integral divided by $2\pi T$ is $A_1$ for finite $\eta$ as well.

The left side of (40) contains the full broadening at every frequency, and the leading term of the right side contains no damping factor beyond $e^{-X}$. The product of an LK factor and a phonon Dingle factor arises from replacing $\Sigma(\omega)$ by $-\lambda'\omega-i\Gamma(0)$ with a constant slope $\lambda'$; equation (40) then gives

$$A_{\rm naive}=\frac{e^{-2\pi\Gamma(0)/\omega_c}}{2\sinh[2\pi^2T(1+\lambda')/\omega_c]} .\tag{41}$$

(Written with the quasiparticle width $\Gamma/(1+\lambda')$ and the quasiparticle spacing $\omega_c/(1+\lambda')$, the Dingle exponent is the same.) The replacement is not justified in general when $X\gg1$. The integrand then goes through roughly $0.18X$ periods across the full width $3.5\,T$ of $-\partial f/\partial\omega$ (about two in the worked example), the result is the exponentially small remainder of a cancellation, and (40) shows that the remainder is fixed by $F$ at the pole $i\pi T$ nearest the real axis. A constant $\Gamma(0)$ continues to the same constant there, whereas the true $\Gamma(z)$ is even and rises with $|\omega|$ on the real axis, so it falls along the imaginary axis, and by (17) it reaches zero at the pole. For $X\gg1$ the ratio of (41) to the true amplitude is

$$\frac{A_{\rm naive}}{A_1}=\exp\!\Big[-\frac{2\pi^2T}{\omega_c}\Big(\lambda'-\lambda+\frac{\Gamma(0)}{\pi T}\Big)\Big].\tag{42}$$

With $\lambda'=\lambda$ the bracket tends to $\lambda$ at high $T$ by (18): the same $\pi T\lambda$ is counted once as mass and once as width. With $\lambda'=\lambda_T$ the bracket vanishes in both limits of temperature, since (41) is then the first-order Taylor estimate of $\Sigma(i\pi T)$ from $z=0$, but it does not vanish in between. For $X\lesssim1$ and $T$ below the phonon scale the issue is minor: the Dingle exponent equals $X\,[\Gamma(0)/\pi T]/(1+\lambda)$, and $\Gamma(0)/\pi T$ is small at temperatures below the phonon scale.

### Worked example

Take a Debye spectrum $\alpha^2F=\lambda\Omega^2/\Omega_D^2$ for $\Omega<\Omega_D$, with the round values $\lambda=1.5$, $\Omega_D=5$ meV, $m_b=0.5\,m_e$ and $B=10$ T. The model is treated in the normal state by assumption; with a coupling this strong, pairing has to be suppressed, by the field or otherwise, for the results to apply. Using $\Omega^3/(\Omega^2+\nu^2)=\Omega-\nu^2\Omega/(\Omega^2+\nu^2)$ in (2),

$$\lambda(\nu)=\lambda\Big[1-\frac{\nu^2}{\Omega_D^2}\ln\Big(1+\frac{\Omega_D^2}{\nu^2}\Big)\Big].\tag{43}$$

The cyclotron energy is $\omega_c=2.31535$ meV and $\omega_c/(1+\lambda)=0.92614$ meV. The numerical check, with its output, supplies all numbers. In the table $Z_0$ and $Z_1$ come from quadrature of (10), not from (7).

| $T$ (meV) | $Z_0$ | $Z_1$ | $\lambda_T$ | $\Gamma(0)/\pi T$ |
|---|---|---|---|---|
| 0.05 | 2.5000 | 2.4781 | 1.5035 | 0.0013 |
| 0.2 | 2.5000 | 2.3217 | 1.5341 | 0.0202 |
| 0.5 | 2.5000 | 2.0017 | 1.6156 | 0.1259 |
| 1 | 2.5000 | 1.7253 | 1.5956 | 0.4450 |
| 5 | 2.5000 | 1.5125 | 0.2827 | 1.3840 |
| 50 | 2.5000 | 1.5001 | 0.0032 | 1.4988 |

$Z_0$ stays at $2.5$ over three decades (asserted to $10^{-7}$), while $Z_1$ falls toward $1+\lambda/3=1.5$ as (7) requires. $\lambda_T$ rises above $1.5$ and then collapses, as found from (19); at 50 meV, (20) with $\int\alpha^2F\,\Omega\,d\Omega=\lambda\Omega_D^2/4$ gives $0.00320$ against $0.00319$. $\Gamma(0)/\pi T$ climbs toward $\lambda$. At low temperature, $\int_0^\infty x^2dx/\sinh x=4\sum_k(2k+1)^{-3}=\tfrac72\zeta_{\rm R}(3)$ turns (18) into $\Gamma(0)=7\pi\zeta_{\rm R}(3)\lambda T^3/\Omega_D^2$, which at $0.2$ meV is $7\pi\times1.202\times1.5\times0.008/25=0.0127$ meV, the printed value being $0.01269$ meV. The bracket of (42) with $\lambda'=\lambda_T$ is the sum of the last two columns minus $1.5$: $0.005$, $0.054$, $0.241$, $0.541$, $0.167$, $0.002$ down the table, small at both ends and, among these temperatures, largest at $1$ meV.

Now fix $T=0.5$ meV ($5.80$ K). Then $\omega_0=1.57080$ meV, $\zeta_0=1.5\times1.57080=2.35619$ meV, and

$$X=\frac{2\pi\,(1.57080+2.35619)}{2.31535}=10.6567 .$$

For the next term, $\nu_1=2\pi T=3.1416$ meV, $\nu_1^2/\Omega_D^2=0.39478$, and (43) gives $\lambda(\nu_1)=1.5\,[1-0.39478\ln 3.5330]=0.75258$. This reproduces $Z_1=1+(1.5+2\times0.75258)/3=2.0017$. The exponent in (37) is $4\pi^2\times0.5\times1.75258/2.31535=14.94$, so the $n=1$ term is $3.24\times10^{-7}$ of the $n=0$ term. The three evaluations of the amplitude are $2.354267\times10^{-5}$ from the real-axis integral (40) with $\eta=0.1$ meV$^{-1}$, $2.354267\times10^{-5}$ from the Matsubara sum (27), and $2.354266\times10^{-5}$ from (35). The last-digit difference has the size of the $n=1$ term. The thermal factor is $X/\sinh X=2XA_{\rm LK}=5.0\times10^{-4}$.

The linewidth at the Fermi level is $\Gamma(0)=0.19774$ meV, which would correspond to a Dingle temperature $\Gamma(0)/\pi=0.0629$ meV ($0.73$ K) and a factor $\exp(-2\pi\times0.19774/2.31535)=0.585$. The real-axis integral, which contains this linewidth and its frequency dependence, agrees with the LK value without that factor to better than the asserted $10^{-5}$ relative to the LK value. Using $\lambda_T=1.61555$ as well makes matters worse: with $2\pi^2T/\omega_c=X/2.5=4.2627$ and the bracket $1.61555-1.5+0.12588=0.24143$, (42) gives $e^{-1.029}=0.357$.

A mass is extracted from data through the slope of the logarithm of the amplitude divided by $T$, here $m^*/m_b=-(\omega_c/2\pi^2)\,d\ln A_1/dT$. The real-axis integrals at $0.45$ and $0.55$ meV give $2.50000$. Had the phonon Dingle factor been real, the slope would contain the extra term $\pi^{-1}d\Gamma(0)/dT$ and would be $2.876$, which is 15% above $2.5$; the extra $0.376$ is close to $3\Gamma(0)/\pi T=0.378$, as expected from $\Gamma(0)\propto T^3$. Conversely, dividing the true amplitude by this spurious factor before fitting subtracts the same term and gives $2.5-0.376=2.124$.

The corrections to these results are as follows. For the bandwidth, $S=13.8125$ meV, and (22) gives $\delta Z_0=-2\times13.8125/(500\pi)=-0.01759$ for $W=500$ meV and $-0.004397$ for $W=2000$ meV. The self-consistent solutions of (21) give $-0.01736$ and $-0.004383$. The differences, 1.3% and 0.3% of the first-order values, fall by about the factor four by which $W$ rises, as a next term in $1/W^2$ should. A shift of $-0.017$ in $Z_0$ is 0.7% of $2.5$, but it sits in an exponent: it raises the damping sum $A_1$ of (27) by the factor $e^{4.2627\times0.01736}=1.08$. The first harmonic of the density also carries the smooth-band response $-2\zeta_\infty/\pi W$ found above, of the same order in $1/W$ and about $-1\%$ here, so it rises by about $1.07$. Adding impurities with $\Gamma_{\rm imp}=1$ meV in the band with $W=2000$ meV shifts $\zeta_0$ by $0.9977$ meV, which confirms the additivity (23) to within the finite-band correction.

For the oscillating self-energy in two dimensions at $T=0.2$ meV, $a=5.115$, $b=4.203$ and $|y_0|=1.4085\times10^{-2}$, so (33) gives $(8.833-21.498+4.203)\times1.984\times10^{-4}=-1.68\times10^{-3}$. The self-consistent solution of (24) gives $-1.680\times10^{-3}$. At $0.3$ meV both give $-5.99\times10^{-5}$.

The excess over LK at low temperature, at fixed $\Sigma$ and $T=\omega_c/100$, is $1.0\times10^{-4}$ at $1$ T, $5.6\times10^{-3}$ at $10$ T and $7.6\times10^{-2}$ at $50$ T, relative to $A_{\rm LK}$. The program asserts that it is positive, grows with field and is below $10^{-3}$ at $1$ T. These values leave out the feedback of the oscillating self-energy. At this temperature $|y_0|\approx0.6$, and in three dimensions the feedback is of first order in $\sqrt{\omega_c/\mu}$, which is still about $0.01$ at $1$ T for $\mu=2$ eV. For Fermi energies of a few eV it can exceed the excess at $1$ T and is not negligible beside it at $10$ T, so these two numbers are not the full deviation from LK. The growth from $1$ to $10$ T is a factor $55$, not the factor $100$ of an Einstein mode, and (38) accounts for this. For $\nu\ll\Omega_D$, (43) gives $\lambda-\lambda(\nu)\simeq\lambda(\nu^2/\Omega_D^2)\ln(\Omega_D^2/\nu^2)$, and integration by parts gives $\Delta=(\lambda\omega^3/3\Omega_D^2)[\ln(\Omega_D^2/\omega^2)+\tfrac23]$. With $\omega=st$, $\int_0^\infty t^3e^{-t}dt=6$ and $\int_0^\infty t^3e^{-t}\ln t\,dt=6\psi(4)$, where $\psi(4)=\tfrac{11}{6}-\gamma=1.256$,

$$\frac{A_1}{A_{\rm LK}}-1\simeq\frac{2\lambda}{1+\lambda}\,\frac{s^2}{\Omega_D^2}\Big[\ln\frac{\Omega_D^2}{s^2}-1.85\Big]\qquad(T\to0,\ s\ll\Omega_D).\tag{44}$$

At $10$ T, $s=0.92614/2\pi=0.1474$ meV, the prefactor is $1.2\times(0.1474/5)^2=1.043\times10^{-3}$, the bracket is $7.05-1.85=5.20$, and the estimate is $5.4\times10^{-3}$. At $1$ T the prefactor is a hundred times smaller, the bracket is $11.653-1.846=9.81$, and the estimate is $1.02\times10^{-4}$. Both lie within 3% of the computed excess, although that was obtained at finite temperature. The soft acoustic modes supply the logarithm, which shrinks as the field grows. At $50$ T the weight $\omega^3e^{-\omega/s}$ peaks at $3s$, close to half of $\Omega_D$, where the small-$\nu$ form of (43) no longer holds; (44) does not apply there and the sum (27) has to be evaluated with the full $\lambda(\nu_l)$.

## Table of computed values

```
lambda = 1.5, wD = 5.0 meV, band mass = 0.5 m_e, B = 10.0 T
wc = 2.31535 meV, wc/(1+lambda) = 0.92614 meV
T(meV)   Z_0        Z_1      lam_T    Gamma(0)(meV)  Gamma(0)/(pi T)
  0.05  2.5000000  2.47813  1.50351      0.00020  0.00126
  0.20  2.5000000  2.32167  1.53413      0.01269  0.02019
  0.50  2.5000000  2.00172  1.61555      0.19774  0.12588
  1.00  2.5000000  1.72531  1.59558      1.39810  0.44503
  5.00  2.5000000  1.51246  0.28268     21.74000  1.38401
 50.00  2.5000000  1.50013  0.00319    235.42325  1.49875
high-T asymptote of lam_T at T = 50.0 meV: 0.00320
finite band, T = 0.5 meV: S = sum [lam_m - lam_(m+1)] wtilde_m = 13.8125 meV
  W = 500 meV: dZ_0 = -0.017357, first order -0.017587
  W = 2000 meV: dZ_0 = -0.004383, first order -0.004397
  W = 2000 meV, Gamma_imp = 1 meV: shift of zeta_0 = 0.9977 meV
T = 0.05 meV, A_1: level sum 0.3928526, Matsubara formula 0.3928526
T = 0.05 meV, A_2: level sum 0.1204759, Matsubara formula 0.1204759
oscillating Sigma, T = 0.2 meV: a = 5.115, b = 4.203, |y0| = 1.4085e-02
  relative change of A_1 = -1.680e-03, predicted -1.679e-03
oscillating Sigma, T = 0.3 meV: a = 7.673, b = 5.400, |y0| = 1.6715e-03
  relative change of A_1 = -5.994e-05, predicted -5.994e-05
worked case T = 0.5 meV = 5.802 K, eta = 0.1 1/meV
  w_0 = 1.57080 meV, zeta_0 = 2.35619 meV, X = 10.65670
  lam(nu_1) = 0.75258, (n=1 term)/(n=0 term) = 3.244e-07
  A_1: real axis 2.354267e-05, Matsubara 2.354267e-05, LK 2.354266e-05
  Gamma(0) = 0.19774 meV, naive phonon Dingle factor = 0.5847
  naive Dingle temperature Gamma(0)/pi = 0.06294 meV = 0.730 K
  naive with lam_T and Gamma(0), ratio to A_1 = 0.3573
  m*/m_b from slope 0.45-0.55 meV: 2.50000; naive with Dingle: 2.87577
B = 1 T, wc = 0.2315 meV, T = wc/100: A_1/LK - 1 = 1.016e-04
B = 10 T, wc = 2.3154 meV, T = wc/100: A_1/LK - 1 = 5.576e-03
B = 50 T, wc = 11.5768 meV, T = wc/100: A_1/LK - 1 = 7.574e-02
```
